**Question: Bethe's Lamb-shift formula for a harmonic well. Why should the logarithm be the same for every level?**

I have an exercise on an electron in the well $V=\tfrac12 m\omega^2r^2$, with levels $E_N=(N+\tfrac32)\hbar\omega$. I am to evaluate Bethe's formula

$$\Delta E_n=\frac{2\alpha}{3\pi m^2c^2}\sum_m|\mathbf p_{mn}|^2\,\Delta_m\int_0^K\frac{dk}{k+\Delta_m},\qquad \Delta_m=E_m-E_n,$$

exactly, and to show that the logarithmic shift is the same for all levels and cancels in transition frequencies. I am stuck in three places. The matrix elements $|\mathbf p_{mn}|^2$ grow with $N$, so I expect the shift to grow. For excited states some $\Delta_m$ are negative and the integrand blows up. And when I force my way through, a piece depending on $N$ is left over. Is the claim true? I would also like to see where the formula comes from.

**Answer**

The claim is true for the term that grows as $\ln K$. Your leftover piece is also there: for the sharp cutoff in your formula it falls as $1/K$, and it belongs to the cutoff.

### Where the formula comes from

Take a spinless electron of charge $-e$ and bare mass $m_0$, in SI units, and work to first order in $\alpha=e^2/4\pi\epsilon_0\hbar c$. In the dipole approximation the vector potential is evaluated at the centre of the well,

$$\mathbf A=\sum_\nu\sqrt{\frac{\hbar}{2\epsilon_0\mathcal V\omega_\nu}}\;\boldsymbol\epsilon_\nu\,(b_\nu+b_\nu^\dagger),$$

where $\nu$ labels wave vector and polarization, $\mathcal V$ is the quantization volume and $b_\nu^\dagger$ creates a photon. The kinetic energy is $(\mathbf p+e\mathbf A)^2/2m_0=p^2/2m_0+(e/m_0)\mathbf p\cdot\mathbf A+e^2A^2/2m_0$. The $A^2$ term contains no electron operator, so at order $\alpha$ it adds the same constant to a bound and to a free electron, and it is dropped. The $\mathbf p\cdot\mathbf A$ term acts in second order through states $|m\rangle$ plus one photon. In it $m_0$ may be replaced by the observed mass $m$, because the two differ at order $\alpha$:

$$\Delta E^{(2)}_n=-\frac{e^2}{m^2}\sum_m\sum_\nu\frac{\hbar}{2\epsilon_0\mathcal V\omega_\nu}\,\frac{|\boldsymbol\epsilon_\nu\cdot\mathbf p_{mn}|^2}{\Delta_m+\hbar\omega_\nu}.$$

The mode sum becomes $\mathcal V(2\pi c)^{-3}\int\omega'^2d\omega'\,d\Omega\sum_{\rm pol}$. The two polarizations and the propagation direction $\hat{\mathbf n}$ form a basis, so $\sum_{\rm pol}\epsilon_i\epsilon_j=\delta_{ij}-\hat n_i\hat n_j$. By isotropy $\int\hat n_i\hat n_j\,d\Omega$ is proportional to $\delta_{ij}$, and its trace is $4\pi$, so it equals $\tfrac{4\pi}{3}\delta_{ij}$. The angular integral is $(4\pi-\tfrac{4\pi}{3})\delta_{ij}=\tfrac{8\pi}{3}\delta_{ij}$, with $8\pi/3=8.37758$. With photon energy $k=\hbar\omega'$ one has $\omega'd\omega'=k\,dk/\hbar^2$, and the constants collect to

$$\frac{e^2}{m^2}\frac{\hbar}{2\epsilon_0}\frac{1}{8\pi^3c^3}\frac{8\pi}{3}\frac{1}{\hbar^2}=\frac{e^2}{6\pi^2\epsilon_0\hbar c^3m^2}=\frac{2\alpha}{3\pi m^2c^2},$$

$$\Delta E^{(2)}_n=-\frac{2\alpha}{3\pi m^2c^2}\sum_m|\mathbf p_{mn}|^2\int_0^K\frac{k\,dk}{k+\Delta_m}.$$

The sharp cutoff $K$ stands in for physics the model lacks. A photon of energy $k$ gives the electron a recoil energy $k^2/2mc^2$, which the dipole approximation omits from the denominator and which rivals $k$ when $k\sim mc^2$. So $K\sim mc^2$, up to a numerical factor that this model cannot fix.

Split $k/(k+\Delta)=1-\Delta/(k+\Delta)$. By closure, $\sum_m|\mathbf p_{mn}|^2=\langle p^2\rangle$, so the first part gives $-(2\alpha K/3\pi m^2c^2)\langle p^2\rangle$. For a free electron $\mathbf p$ commutes with the Hamiltonian, every $\Delta_m$ vanishes, and this is the whole shift. It is therefore a change of mass. With $m=m_0+\delta m$, first order gives $p^2/2m_0=p^2/2m+p^2\delta m/2m^2$, and the last term cancels the first part when $\delta m=4\alpha K/3\pi c^2$. The spring constant $\kappa$ is untouched, and $\omega$ is defined by $\kappa=m\omega^2$ with the observed mass. The second part is your formula.

### The singular integrand

For $\Delta_m<0$ the state can emit a real photon, and the denominator needs a rule. Switch a coupling $W$ on as $e^{\varepsilon t/\hbar}$. The amplitude $c$ of a final state of energy $E_f$ obeys $i\hbar\dot c=We^{[\varepsilon+i(E_f-E_n)]t/\hbar}$, and integrating from $t=-\infty$ gives $c(0)=W/(E_n-E_f+i\varepsilon)$. So $k+\Delta$ becomes $k+\Delta-i\varepsilon$. With $y=k+\Delta$,

$$\frac1{y-i\varepsilon}=\frac{y}{y^2+\varepsilon^2}+\frac{i\varepsilon}{y^2+\varepsilon^2}\;\to\;P\frac1y+i\pi\delta(y).$$

The level shift is the real part, a principal value. For $\Delta=-a$ with $0<a<K$, cut out the interval $(a-\varepsilon,a+\varepsilon)$:

$$\int_0^{a-\varepsilon}\!\frac{dk}{k-a}+\int_{a+\varepsilon}^K\!\frac{dk}{k-a}=\ln\frac{\varepsilon}{a}+\ln\frac{K-a}{\varepsilon}=\ln\frac{K-a}{a}.$$

For $\Delta>0$ the integral is $\ln[(K+\Delta)/\Delta]$. Both cases are covered by $F(\Delta)\equiv\Delta\ln|(K+\Delta)/\Delta|$. I assume $K>\hbar\omega$; at $K=\hbar\omega$ the pole sits on the end of the range and the integral diverges.

### The exact sum

Shell $N$ holds $(N+1)(N+2)/2$ degenerate states, so one needs the whole matrix $B_{n'n}=\sum_j\langle n'|p_jF(H-E_N)p_j|n\rangle$ within the shell. The shifts are $2\alpha/3\pi m^2c^2$ times its eigenvalues. From $a_j=\sqrt{m\omega/2\hbar}\,(x_j+ip_j/m\omega)$ follows $p_j=i\sigma(a_j^\dagger-a_j)$ with $\sigma^2=m\hbar\omega/2$. The state $a_j^\dagger|n\rangle$ lies in shell $N+1$ and $a_j|n\rangle$ in shell $N-1$, so $F$ takes only the values $F_\pm=F(\pm\hbar\omega)$:

$$p_jFp_j|n\rangle=-\sigma^2(a_j^\dagger-a_j)(F_+a_j^\dagger-F_-a_j)|n\rangle=\sigma^2\big[F_+a_ja_j^\dagger+F_-a_j^\dagger a_j-F_+a_j^{\dagger2}-F_-a_j^2\big]|n\rangle .$$

The last two terms lead to shells $N\pm2$ and have no matrix element inside shell $N$. In the first two, $\sum_ja_j^\dagger a_j=N$, and $\sum_ja_ja_j^\dagger=N+3$ because $[a_j,a_j^\dagger]=1$ for each of three axes. The matrix is a multiple of the identity, so the degeneracy survives, and

$$B_N=\frac{m(\hbar\omega)^2}{2}\Big[(N+3)\ln\frac{K+\hbar\omega}{\hbar\omega}-N\ln\frac{K-\hbar\omega}{\hbar\omega}\Big].$$

This answers your first point: both strengths grow with $N$, but the downward one enters with $\Delta<0$. Define $\eta=\alpha\hbar\omega/mc^2$. The prefactor is $(2\alpha/3\pi m^2c^2)\,m(\hbar\omega)^2/2=\eta\hbar\omega/3\pi$, and grouping the terms in $N$ gives

$$\Delta E_N=\frac{\eta\hbar\omega}{3\pi}\Big[3\ln\Big(1+\frac{K}{\hbar\omega}\Big)+N\ln\frac{K+\hbar\omega}{K-\hbar\omega}\Big].$$

Put $s=\hbar\omega/K$. Then $\ln(1+1/s)=-\ln s+\ln(1+s)$ and $\ln(1/s-1)=-\ln s+\ln(1-s)$, so the bracket in $B_N$ is $-3\ln s+(N+3)\ln(1+s)-N\ln(1-s)=-3\ln s+(2N+3)s+O(s^2)$. Since $(2N+3)s=2E_N/K$,

$$\Delta E_N=L+\frac{2\eta}{3\pi}\,\frac{\hbar\omega\,E_N}{K}+O(K^{-2}),\qquad L=\frac{\eta\hbar\omega}{\pi}\ln\frac{K}{\hbar\omega}.$$

The logarithm $L$ has no $N$ in it and drops out of every difference. What remains in each spacing is, exactly in $s$ and at first order in $\alpha$,

$$\delta=\Delta E_{N+1}-\Delta E_N=\frac{\eta\hbar\omega}{3\pi}\ln\frac{1+s}{1-s}=\frac{2\eta\hbar\omega}{3\pi}\Big(s+\frac{s^3}{3}+\dots\Big).$$

It is independent of $N$, so the ladder stays equally spaced, and at this order it vanishes as $K\to\infty$.

The numerical check diagonalizes the oscillator on a grid, builds the shell matrices for $N\le4$ with the $k$ integral done by quadrature, and asserts that every eigenvalue matches $B_N$ to $10^{-8}\,m(\hbar\omega)^2$ at three cutoffs. A low cutoff, $K=7.5\,\hbar\omega$, makes the remainder visible:

| $N$ | $B_N/m(\hbar\omega)^2$ |
|---|---|
| 0 | 3.21010 |
| 1 | 3.34423 |
| 2 | 3.47836 |
| 3 | 3.61250 |

The logarithmic part is $\tfrac32\ln7.5=3.02235$, and the step is $0.13413$ per quantum, against the leading term $s=0.13333$.

### Why this well is special

If $K$ exceeds all $|\Delta_m|$ that carry weight by a large factor, $\ln|(K+\Delta)/\Delta|\approx\ln K-\ln|\Delta|$, and for any potential, in a state with $S_n\neq0$,

$$\Delta E_n\approx\frac{2\alpha}{3\pi m^2c^2}\,S_n\ln\frac{K}{k_0},\qquad S_n=\sum_m|\mathbf p_{mn}|^2\Delta_m,\qquad \ln k_0=\frac{1}{S_n}\sum_m|\mathbf p_{mn}|^2\Delta_m\ln|\Delta_m|.$$

Here $S_n=\sum_j\langle p_j(H-E_n)p_j\rangle$. Expanding $[p_j,[H,p_j]]=2p_jHp_j-p_j^2H-Hp_j^2$ and letting $H$ act on the eigenstate in the last two terms shows $S_n=\tfrac12\sum_j\langle[p_j,[H,p_j]]\rangle$. With $p_j=-i\hbar\partial_j$ one has $[H,p_j]=i\hbar\,\partial_jV$ and $[p_j,i\hbar\,\partial_jV]=\hbar^2\partial_j^2V$, so

$$S_n=\frac{\hbar^2}{2}\langle\nabla^2V\rangle_n .$$

For the harmonic well $\nabla^2V=3m\omega^2$ is a constant, giving $S=\tfrac32m(\hbar\omega)^2$ in every state, in agreement with $\sigma^2\hbar\omega[(N+3)-N]$. Also $|\Delta_m|=\hbar\omega$ in every term, so $k_0=\hbar\omega$. A common $L$ needs $S_n$ and $k_0$ to be the same in every state. It does not need isotropy: in an anisotropic well the same algebra gives axis $j$ the state-independent term $\tfrac12m(\hbar\omega_j)^2\ln(K/\hbar\omega_j)$ in $B$.

The result can be read as a jitter $\delta\mathbf r$ of the electron. Averaging $V(\mathbf r+\delta\mathbf r)$ over an isotropic jitter adds $\tfrac16\langle\delta r^2\rangle\nabla^2V$, which equals the shift if $\langle\delta r^2\rangle=(2\alpha/\pi)(\hbar/mc)^2\ln(K/k_0)$. Smearing a parabola lifts it without changing its shape.

An anharmonic term whose Laplacian varies in space can spoil both properties. A term with zero Laplacian, such as $\lambda xyz$ (unbounded below, so meant only as a weak perturbation of the low levels), leaves $\nabla^2V$ and hence $S_n$ unchanged, but it mixes the shells, so $k_0$ can still depend on the state. For the one-dimensional $V=x^2/2+\lambda x^4$ with $\lambda=0.1$ and $\hbar=m=\omega=1$, $V''=1+12\lambda x^2$. The program finds $\langle V''\rangle/2=0.748,\,1.184,\,1.538,\,1.851$ and $k_0=1.243,\,1.549,\,1.770,\,1.947$ for the four lowest levels, and asserts that $\langle V''\rangle/2$ is the slope of the Bethe sum in $\ln K$. There the logarithm survives in transition frequencies.

### What the leftover is

The dipole Hamiltonian without its perturbative expansion is quadratic, which gives $\delta$ a second way. Because the angular integral is proportional to $\delta_{ij}$, the three axes couple to orthogonal combinations of modes, and one axis has

$$H=\frac{(p-\sum_\nu g_\nu q_\nu)^2}{2m_0}+\frac{\kappa x^2}{2}+\sum_\nu\frac{\pi_\nu^2+\omega_\nu^2q_\nu^2}{2},$$

with field coordinates $q_\nu=\sqrt{\hbar/2\omega_\nu}\,(b_\nu+b_\nu^\dagger)$ and momenta $\pi_\nu$. Its second-order shift has weight $g_\nu^2\hbar/2\omega_\nu m^2$ per mode. Matching this to $(2\alpha/3\pi m^2c^2)\hbar^2\omega'd\omega'$ fixes $\sum_\nu g_\nu^2\to(4\alpha\hbar/3\pi c^2)\int_0^\Lambda\omega'^2d\omega'$ with $\Lambda=K/\hbar$.

Hamilton's equations are $\dot x=v=(p-\sum g_\nu q_\nu)/m_0$, $\dot p=-\kappa x$ and $\ddot q_\nu=g_\nu v-\omega_\nu^2q_\nu$. For motion as $e^{-izt}$ the last gives $q_\nu=g_\nu v/(\omega_\nu^2-z^2)$, the first then gives $p=m(z)v$, and the second gives

$$\kappa=z^2m(z),\qquad m(z)=m_0+\sum_\nu\frac{g_\nu^2}{\omega_\nu^2-z^2}.$$

At $z=0$ the sum is $4\alpha\hbar\Lambda/3\pi c^2=\delta m$, so $m(0)=m$. Subtracting, $\mu(z)\equiv m(z)-m=\sum_\nu g_\nu^2z^2/[\omega_\nu^2(\omega_\nu^2-z^2)]$. To first order $m\omega^2=z^2(m+\mu)$ gives $z-\omega=-\omega\mu(\omega)/2m$. Partial fractions, $1/(\omega'^2-\omega^2)=\frac1{2\omega}\big[\frac1{\omega'-\omega}-\frac1{\omega'+\omega}\big]$, and the principal value found above give

$$\mu(\omega)=\frac{4\alpha\hbar\omega^2}{3\pi c^2}\,P\!\!\int_0^\Lambda\!\frac{d\omega'}{\omega'^2-\omega^2}=\frac{4\alpha\hbar\omega^2}{3\pi c^2}\,\frac{1}{2\omega}\ln\frac{\Lambda-\omega}{\Lambda+\omega},$$

$$\hbar(z-\omega)=\frac{\alpha(\hbar\omega)^2}{3\pi mc^2}\ln\frac{\Lambda+\omega}{\Lambda-\omega}=\delta .$$

The integral over all frequencies, $\Lambda\to\infty$, is zero. Hence $\delta$ is minus the contribution of the photons above $K$ that were thrown away, and its value depends on how the cutoff is made. This holds at first order in $\alpha$. The pole term $i\pi\delta$ adds $i\tau z$ to $\mu/m$, with $\tau=2\eta/3\omega$. Solving $z=\omega(1+i\tau z)^{-1/2}$ to second order gives $z=\omega(1-\tfrac i2\tau\omega-\tfrac58\tau^2\omega^2)$, so the spacing has a further shift $-\tfrac{5}{18}\eta^2\hbar\omega$ that does not fall with $K$. For $\hbar\omega=1$ eV and $K=mc^2$ it is $-5.7\times10^{-17}$ eV, about 1% of $\delta$. Without renormalization, that is with $m_0=m$, one has $m(0)=m+\delta m$ and the spacing gains $-\hbar\omega\,\delta m/2m$, linear in $K$.

The program diagonalizes this Hamiltonian with 400 modes, $K=20\,\hbar\omega$ and $\eta=10^{-5}$, placing $\omega$ midway between two modes so that the sum imitates the principal value. In units of $\hbar\omega$ the spacing shift is $1.0617\times10^{-7}$ against $1.0619\times10^{-7}$ from the formula. The ground-state shift, measured from the free electron's zero-point energy, is $9.691\times10^{-6}$ both ways. The unrenormalized extra is $-4.243\times10^{-5}$ against $-\delta m/2m=-4.244\times10^{-5}$.

### The imaginary part

The term $i\pi\delta(k+\Delta)$ in $\Delta E^{(2)}$ sets $k=\hbar\omega$ in the downward terms:

$$\mathrm{Im}\,\Delta E_N=-\frac{2\alpha}{3\pi m^2c^2}\cdot\frac{m\hbar\omega N}{2}\cdot\pi\hbar\omega=-\frac{\eta N\hbar\omega}{3}.$$

The probability of remaining in the state decays as $e^{2\,\mathrm{Im}\Delta E\,t/\hbar}=e^{-\Gamma_Nt}$, so $\Gamma_N=N\Gamma_1$ with $\Gamma_1=\tfrac23\eta\omega=e^2\omega^2/6\pi\epsilon_0mc^3$. A classical charge oscillating with amplitude $x_0$ radiates the Larmor power $e^2\omega^4x_0^2/12\pi\epsilon_0c^3$ on average and holds energy $m\omega^2x_0^2/2$. The ratio is the same $\Gamma_1$, which confirms the prefactor $2\alpha/3\pi$. Unlike $L$, the width grows with $N$, because only downward terms feed it.

### Numbers

Take the round value $\hbar\omega=1$ eV and $K=mc^2=510999$ eV, for which $\delta m/m=4\alpha/3\pi=3.10\times10^{-3}$. Then $\eta=7.29735\times10^{-3}/510999=1.42806\times10^{-8}$, $\eta\hbar\omega/3\pi=1.51521\times10^{-9}$ eV and $\ln(K/\hbar\omega)=13.1441$. So

$$L=3\times1.51521\times10^{-9}\times13.1441=5.97\times10^{-8}\ \text{eV}\;(14.4\ \text{MHz}),$$

$$\delta\approx\frac{2\times1.51521\times10^{-9}}{510999}=5.93\times10^{-15}\ \text{eV}\;(1.43\ \text{Hz}).$$

The remainders $\Delta E_N-L\approx(N+\tfrac32)\delta$ are $0.89,\,1.48,\,2.08,\,2.67\times10^{-14}$ eV for $N=0$ to $3$, and $\delta/L=9.9\times10^{-8}$. Doubling $K$ raises $L$ by $3.15\times10^{-9}$ eV, about 5% of $L$, and halves $\delta$ to $2.97\times10^{-15}$ eV. Since $K$ is known only to such a factor, $L$ deserves to be quoted as about $6\times10^{-8}$ eV, and the number for $\delta$ belongs to the sharp cutoff: a cutoff of another form can change it by more than a factor of ten. With a weight $f(k)$ the spacing shift is proportional to $P\!\int_0^\infty[1-f(k)]\,dk/[k^2-(\hbar\omega)^2]$, which is $1/K$ for the sharp step. For $f=e^{-k/K}$ one has $1-f\approx k/K$ at $k\ll K$, and the integral becomes $[\ln(K/\hbar\omega)+1-\gamma]/K$, with $\gamma=0.5772$ Euler's constant. That is 13.6 times larger here.

Two other scales dwarf $\delta$. The width of the first excited shell is $\hbar\Gamma_1=9.52\times10^{-9}$ eV, from $\Gamma_1=1.446\times10^7\ \text{s}^{-1}$, a lifetime of 69 ns. The other is the relativistic kinetic correction $-p^4/8m^3c^2$. On one axis $p^2|n\rangle=-\sigma^2[a^{\dagger2}+a^2-(2n+1)]|n\rangle$, whose squared norm is $\langle p^4\rangle=\sigma^4[(n+1)(n+2)+n(n-1)+(2n+1)^2]$. In units of $(m\hbar\omega)^2$ this is $\tfrac34$ for $n=0$ and $\tfrac{15}4$ for $n=1$, while $\langle p^2\rangle=n+\tfrac12$ in units of $m\hbar\omega$. In three dimensions $p^4=\sum_jp_j^4+2\sum_{i<j}p_i^2p_j^2$. For $N=0$ this gives $3\cdot\tfrac34+2\cdot3\cdot\tfrac14=3.75$. For $N=1$ it gives $\tfrac{15}4+2\cdot\tfrac34+2(\tfrac34+\tfrac34+\tfrac14)=8.75$. The $0\to1$ spacing moves by $-(8.75-3.75)/8=-\tfrac58$ in units of $(\hbar\omega)^2/mc^2$, which is $-1.22\times10^{-6}$ eV, larger than $\delta$ by a factor $2.1\times10^8$.

The cancellation is a statement about a spinless, nonrelativistic electron ($E_N\ll mc^2$) in an exactly quadratic well, in the dipole approximation and at first order in $\alpha$. Spin-orbit coupling and its radiative correction depend on the state and lie outside the model, so a real electron's transition frequencies are not claimed to be free of radiative shifts at the level of $\delta$. The program and its output follow.

## Values computed for the example and the checks

```
polarization integral = 8.377580 (dimensionless)
hbar omega = 1.0 eV, omega = 1.51927e+15 1/s
m c^2 = K = 510998.95 eV, alpha = 7.2973526e-03
eta = 1.42806e-08
eta hw/(3 pi) = 1.51521e-09 eV
ln(K/hw) = 13.14412
dm/m at K = mc^2 = 3.09709e-03
common log L = 5.97485e-08 eV = 14.4471 MHz
N=0: dE - L = 8.8956e-15 eV
N=1: dE - L = 1.4826e-14 eV
N=2: dE - L = 2.0756e-14 eV
N=3: dE - L = 2.6687e-14 eV
spacing shift delta = 5.9304e-15 eV = 1.4340 Hz
delta/L = 9.9256e-08, delta/hw = 5.9304e-15
K doubled: L grows by 3.1508e-09 eV, delta = 2.9652e-15 eV
Gamma_1 = 1.44640e+07 1/s, Larmor = 1.44640e+07 1/s
hbar Gamma_1 = 9.5204e-09 eV, lifetime = 69.137 ns
<p^4> N=0: 3.7500, N=1: 8.7500 (m hw)^2
p^4 shift of 0->1 spacing = -1.2231e-06 eV
|p^4 shift|/delta = 2.062e+08
Bethe sum B at K = 7.5 hw, unit m (hw)^2:
  N=0: grid 3.21009925, formula 3.21009925
  N=1: grid 3.34423124, formula 3.34423124
  N=2: grid 3.47836323, formula 3.47836323
  N=3: grid 3.61249523, formula 3.61249523
  N=4: grid 3.74662722, formula 3.74662722
  log part 1.5 ln 7.5 = 3.02235453
  step per quantum = 0.13413199, 1/K = 0.13333333
quartic well, lambda = 0.1, oscillator units:
  n=0: E = 0.55915, <V''>/2 = 0.74752, k0 = 1.24324
  n=1: E = 1.76950, <V''>/2 = 1.18445, k0 = 1.54873
  n=2: E = 3.13862, <V''>/2 = 1.53821, k0 = 1.77036
  n=3: E = 4.62888, <V''>/2 = 1.85121, k0 = 1.94705
normal modes: eta = 1e-05, K = 20 hw, 400 modes, spacing 0.05 hw
  dm/m = 8.4883e-05
  spacing shift: modes 1.0617e-07, formula 1.0619e-07 hw
  ground shift: modes 9.6910e-06, formula 9.6910e-06 hw
  unrenormalized extra: -4.2430e-05, -dm/2m = -4.2441e-05 hw
```
